# When the ZJ term may be dropped from the density

## An s wave outside a well

Take one spherical well, zero beyond $r=a$, and look at its s wave outside. Everything can then be written with sines. In Rydberg units $H=-\nabla^2+V$, with energies in Ry and lengths in $a_0$. Let $z$ be the energy, possibly complex, and $\kappa=\sqrt z$ with $\mathrm{Im}\,\kappa\ge0$. The Green function solves $(z-H)G=\delta$. Its radial part in channel $l$ is $G_l(r,r')$, and

$$n_l(r)=-\frac1\pi\,\mathrm{Im}\,G_l(r,r)$$

is the density per energy, per spin and per magnetic quantum number. Its integral with $r^2dr$ and over real energy counts electrons.

Outside the well the regular solution, times $r$, is proportional to $\sin s$, where $s=\kappa r+\delta$ and $\delta$ is the phase shift. The outgoing solution is $e^{is}$. The function $rr'G_0$ must have a unit jump in its slope at $r=r'$. Since

$$\sin s\,\frac{d e^{is}}{dr}-\frac{d\sin s}{dr}\,e^{is}=\kappa e^{is}(i\sin s-\cos s)=-\kappa ,$$

the prefactor is $-1/\kappa$, and on the diagonal

$$G_0(r,r)=-\frac{\sin s\;e^{is}}{\kappa r^2}. \tag{1}$$

Multiple-scattering theory splits this expression in two. It uses

$$t=-\frac{e^{i\delta}\sin\delta}{\kappa},\qquad J=\frac{\sin\kappa r}{\kappa r},\qquad Z=-\frac{\sin s}{r\sin\delta},$$

from which

$$ZtZ=-\frac{e^{i\delta}\sin^2 s}{\kappa r^2\sin\delta},\qquad ZJ=-\frac{\sin s\,\sin\kappa r}{\kappa r^2\sin\delta}. \tag{2}$$

To check that $ZtZ-ZJ$ is (1), write $\sin\kappa r=\sin(s-\delta)=\sin s\cos\delta-\cos s\sin\delta$. Then

$$e^{i\delta}\sin s-\sin\kappa r=i\sin\delta\sin s+\sin\delta\cos s=\sin\delta\,e^{is},$$

and the factor $\sin\delta$ cancels the denominator.

At real positive energy $\kappa$ and $\delta$ are real, so $ZJ$ is real. Because $\mathrm{Im}(e^{i\delta}/\sin\delta)=1$, the first term alone gives the density $\sin^2 s/(\pi\kappa r^2)$. Dropping $ZJ$ is then correct for the density, though not for the real part of $G$.

Two warnings are already visible in (2). At complex energy $\kappa$ and $\delta$ are complex, and nothing keeps $ZJ$ real. And where $\sin\delta=0$ both terms have a pole that $G$ does not have.

## The surroundings change only the first term

For any $l$, let $j_l$ be the spherical Bessel function and $h_l=j_l+iy_l$ the outgoing Hankel function, both of argument $\kappa r$. Outside the well define

$$J_l=j_l,\qquad Z_l=\frac{j_l}{t_l}-i\kappa h_l,\qquad R_l=t_lZ_l=j_l-i\kappa t_lh_l,$$

and continue each function inward with the radial equation. $Z_l$ and $R_l$ are regular at the origin; $J_l$ in general is not. For $l=0$ these are the functions used above, since $1/t=-\kappa\cot\delta+i\kappa$.

Let $H_l$ be the inward continuation of $h_l$. With $j_lh_l'-j_l'h_l=i/(\kappa r^2)$, primes meaning $d/dr$, the unit jump gives the isolated Green function $-i\kappa R_l(r_<)H_l(r_>)$. Outside, $-i\kappa h_l=Z_l-J_l/t_l$. Both sides obey the same equation, so this holds inside as well, and

$$G_l^{\rm iso}=R_l\left(Z_l-\frac{J_l}{t_l}\right)=Z_lt_lZ_l-Z_lJ_l. \tag{3}$$

Here and below the left factor is taken at $r_<$ and the right one at $r_>$.

Now place a hard spherical wall at $r=b$. The correction to $G^{\rm iso}$ has no source in the well and is regular, so it is $\alpha R_l(r)R_l(r')$. Vanishing at the wall requires $-i\kappa h_l(\kappa b)+\alpha R_l(b)=0$, or

$$\alpha=\frac{g_l}{1-t_lg_l},\qquad g_l=\frac{i\kappa h_l(\kappa b)}{j_l(\kappa b)}.$$

Since $R_l=t_lZ_l$, the correction turns $t_l$ into

$$\tau_l=t_l+\frac{t_l^2g_l}{1-t_lg_l}=\frac{1}{t_l^{-1}-g_l},\qquad G_l=Z_l\tau_lZ_l-Z_lJ_l. \tag{4}$$

The term $ZJ$ is untouched. The same holds among other scatterers. Let $g^{mn}$ re-expand outgoing waves from site $n$ as incident waves on site $m$, with $g^{nn}=0$. A wave leaving $n$ strikes the sites $m$, scatters by all paths $\tau^{km}$, and returns through $g^{nk}$. The correction at $n$ is $R\alpha R$ with $\alpha=\sum_{km}g^{nk}\tau^{km}g^{mn}$, now a matrix in angular momentum. Iterating $\tau=t+tg\tau=t+\tau gt$ once from each side gives $\tau^{nn}=t^n+t^n\alpha t^n$, which is the same replacement.

## First counter-example: one complex energy

The claim under test is that $ZJ$, being real on the axis, may be dropped from the density at any energy. Take a well of depth $V_0=3$ Ry and radius $a=3\,a_0$, in a cell of radius $4\,a_0$, with the wall at $b=6\,a_0$. At $z=-0.5+0.5i$ Ry and $r=4\,a_0$, the s channel gives, in $\mathrm{Ry}^{-1}a_0^{-3}$,

$$\underbrace{-0.07246}_{Z\tau Z}+\underbrace{0.07766}_{-ZJ}=0.00520 .$$

Without $ZJ$ the density is negative and about fourteen times too large in size. A negative value cannot be right. With normalized real radial eigenfunctions $u_n/r$,

$$n_l(r)=\frac1\pi\sum_n\frac{u_n^2(r)}{r^2}\,\frac{\mathrm{Im}\,z}{|z-E_n|^2}\ge0\qquad(\mathrm{Im}\,z>0).$$

Higher channels at the same point, in the same unit:

| $l$ | $Z\tau Z$ | $-ZJ$ | sum |
|---|---:|---:|---:|
| 2 | −0.03503 | 0.03868 | 0.00366 |
| 4 | −0.15441 | 0.15545 | 0.00104 |
| 6 | −0.50969 | 0.51013 | 0.00044 |
| 8 | −1.61321 | 1.61343 | 0.00022 |

The sums were tested against a direct solution of the radial equation with a point source. From $l=4$ to $l=8$ the true density falls while its two parts grow.

## Second counter-example: the integrated charge

One may hope that the error disappears on integrating over energy. Let a semicircle in the upper half plane run from $-2.8$ to $0.2$ Ry. The Green function has its poles at the real levels, so the contour can be lowered to just above the axis, and

$$Q_l=-\frac1\pi\,\mathrm{Im}\int_C dz\int_0^{4a_0}G_l\,r^2dr$$

is the cell charge of the levels in the window. The s channel has two, at $-2.2405$ and $-0.2073$ Ry. Diagonalization and the full contour both give $Q_0=1.9213$ electrons. The contour without $ZJ$ gives $-1.4107$.

The missing charge can be calculated from the zero of $t_0$. The derivation serves any $l$.

Let $f$ be a regular solution times $r$, and let $p=rj_l(\kappa r)$. They obey

$$f''=\left[\frac{l(l+1)}{r^2}+V-z\right]f,\qquad p''=\left[\frac{l(l+1)}{r^2}-z\right]p .$$

Outside the well

$$Z_lJ_l'-Z_l'J_l=-i\kappa(h_lj_l'-h_l'j_l)=-i\kappa\,\frac{-i}{\kappa r^2}=-\frac1{r^2}.$$

The Wronskian of $rZ_l$ and $rJ_l$ is therefore $-1$, and it is constant because both obey the same equation. Put $rZ_l=cf$. At $r=a$, $rJ_l$ has the value and slope of $p$, so $c=-1/w$ and

$$-r^2Z_lJ_l=\frac{f\,(rJ_l)}{w},\qquad w=(fp'-f'p)_{r=a}. \tag{5}$$

A zero of $w$ means that the regular solution joins $j_l$ alone, without a scattered wave. That is a zero of $t_l$.

Suppose this happens at a real energy $E_0$, and scale $f$ so that $f=p$ for $r\ge a$. Let a dot denote the energy derivative. Differentiating the equation for $f$ gives

$$(\dot f f'-\dot f'f)'=\dot f f''-\dot f''f=f^2,$$

so $(\dot ff'-\dot f'f)_a=\int_0^af^2dr$, the lower limit giving nothing. Likewise $(\dot pp'-\dot p'p)_a=\int_0^ap^2dr$. Since $f$ and $p$ agree at $a$ in value and slope,

$$\dot w=(\dot fp'-\dot f'p+f\dot p'-f'\dot p)_a=\int_0^a(f^2-p^2)\,dr\equiv N. \tag{6}$$

At $E_0$ the function $rJ_l$ has the same data at $a$ as $f$, so it equals $f$ everywhere. For $N\ne0$, (5) becomes near $E_0$

$$-r^2Z_lJ_l\simeq\frac{f^2}{N(E-E_0)} .$$

Just above the axis, $-\pi^{-1}\mathrm{Im}\,(E-E_0+i0)^{-1}=\delta(E-E_0)$. The term $-ZJ$ therefore carries the charge

$$P=\frac1N\int_0^{4a_0}f^2dr. \tag{7}$$

For the model, $E_0=-1.1982$ Ry ($-16.303$ eV), $N=259.02\,a_0^3$ and $P=3.3320$. This energy is not one of the two levels, so $G_0$ has no pole there and $Z\tau Z$ must carry $-P$. Hence

$$1.9213-3.3320=-1.4107,$$

the result of the contour without $ZJ$. $P$ is not an occupation and may exceed one: $N$ subtracts $p^2$ inside the well, while the numerator extends to the cell boundary.

At a strictly real energy other than $E_0$ neither of the two opposite delta functions is seen. Where the spectrum is continuous, the omission is therefore harmless on a strictly real mesh. In this walled model such a mesh is no alternative: the levels are delta functions as well, and it finds no charge at all. A line slightly above the axis, sampled finely enough to resolve the levels, also resolves the pole at $E_0$. At a height of $0.002$ Ry it gives $1.919$ electrons with $ZJ$ and $-1.414$ without. The error thus belongs to any path that passes above $E_0$, not to the semicircle alone.

The p and d channels behave differently. Their charges are $0.9921$ and $0.9735$ electrons per spin and $m$, with or without $ZJ$. So the term need not contribute to a contour integral; point 3 below gives the condition.

## The correct statement

Assume a real spherical potential that vanishes beyond $a$ within each cell. Then:

1. At real energy $Z_lJ_l$ is real and drops out of the density, except at isolated poles where $t_l$ vanishes. The factor $\kappa^{2l}$, which makes $t_l$ vanish at $z=0$ for $l\ge1$, does not count as such a zero.
2. At complex energy $Z_lJ_l$ is in general complex and belongs in the density.
3. On a contour with both ends on the real axis, away from poles, the exact integral of $Z_lJ_l$ is real if $t_l$ has no zero, in the sense of point 1, on the contour, on the axis between its ends, or in the region between them.

**Proof of 1 and 2.** Start $f$ as $r^{l+1}$ at the origin. Its equation has real coefficients at real $z$ and contains $z$ linearly, so $f$ is an entire function of $z$, real on the axis. The function $\hat p=\kappa^{-l}p$ has a power series in $\kappa^2r^2=zr^2$ with real coefficients, so it has the same two properties. So has $\kappa^{-l}rJ_l$, obtained by integrating inward from the data of $\hat p$ at $a$. Dividing numerator and denominator of (5) by $\kappa^l$ gives

$$F(z)\equiv-r^2Z_lJ_l=\frac{f\,(\kappa^{-l}rJ_l)}{\hat w},\qquad \hat w=(f\hat p'-f'\hat p)_a. \tag{8}$$

This is a ratio of entire functions, real on the axis at positive and negative energy. It has no branch cut, although $\kappa$ has one. Its poles can lie only at zeros of $\hat w$, which are the zeros of $t_l$ without the factor $\kappa^{2l}$.

Near a regular real point, $F(E+i\eta)=F(E)+i\eta F'(E)+O(\eta^2)$. The imaginary part grows linearly with the distance $\eta$ from the axis. At $E=-0.5$ Ry, $l=6$ and the cell edge, $\mathrm{Im}\,ZJ$ is $0.01613$ for $\eta=0.005$ Ry and $0.00161$ for $\eta=0.0005$ Ry, in $\mathrm{Ry}^{-1}a_0^{-3}$.

The proof needs a real potential. With a complex self-energy or an absorbing potential, the equation for $f$ is no longer real at real energy, and $ZJ$ cannot be discarded on this ground.

**Proof of 3.** If $F$ has no pole on or between the contour $C$ and the axis, Cauchy's theorem gives

$$\int_CF\,dz=\int_{E_1}^{E_2}F(E)\,dE ,$$

which is real. The imaginary contributions along the contour are not zero one by one; they add to zero.

Simple real poles with residues $\rho_\nu$ add $-i\pi\sum_\nu\rho_\nu$ to the integral, because the path passes above them. The resulting charge density is $+\sum_\nu\rho_\nu$, in agreement with (7).

Zeros of $t_l$ at complex energies are not excluded in general. The path along the axis and back along $C$ runs counter-clockwise, so enclosed complex poles add $-2\pi i\sum_\nu\rho_\nu$ to the integral over $C$, and $2\,\mathrm{Re}\sum_\nu\rho_\nu$ to the charge density.

In the model the zeros of $\hat w$ in the full disk were counted by the winding of its phase. There is one for $l=0$, the real one found above, and none for $l=1$ to $8$. The charges with and without $ZJ$ then differ by $P$ for $l=0$ and agree for the other channels, to within the tested $10^{-7}$ electrons.

If the contour ends at $E_2+i\eta$ instead of on the axis, the protection is lost. The last piece adds $i\int_0^\eta F(E_2+iy)\,dy$, whose imaginary part is about $\eta F(E_2)$ for small $\eta$.

## Why the cancellation grows with $l$, and where

From (5), $w$ also measures the potential: $(fp'-f'p)'=-Vfp$, so $w=-\int_0^aVfp\,dr$. If $f=rR_l$, then outside the well $f=p-i\kappa t_lrh_l$. The Wronskian of $p$ with itself vanishes, which leaves

$$w=-i\kappa t_l\,r^2(h_lj_l'-h_l'j_l)=-t_l,\qquad t_l=\int_0^aj_lVR_l\,r^2dr.$$

At high $l$ the centrifugal barrier keeps the wave out of the well, and to first order in $V$ one may set $R_l=j_l$. With

$$j_l(x)\simeq\frac{x^l}{(2l+1)!!}\left[1-\frac{x^2}{2(2l+3)}\right],$$

the square well of depth $V_0$ gives

$$t_l\simeq-\frac{V_0\,\kappa^{2l}a^{2l+3}}{[(2l+1)!!]^2(2l+3)}\left[1-\frac{za^2}{2l+5}\right]$$

and therefore

$$\frac{j_l^2}{t_l}\simeq-\frac{2l+3}{V_0a^3}\left(\frac ra\right)^{2l}\left[1-z\left(\frac{r^2}{2l+3}-\frac{a^2}{2l+5}\right)\right]. \tag{9}$$

Outside the well $Z_lJ_l=j_l^2/t_l-i\kappa h_lj_l$, and at high $l$ the first part dominates. By (4), $Z_l\tau_lZ_l$ contains the same large part, and only $G_l$ remains after subtraction. For small $\kappa r$ the free part is

$$-i\kappa j_lh_l\simeq-\frac{1}{(2l+1)r},$$

which decreases with $l$.

The leading term of (9) is real. The density error comes from the term proportional to $z$, which carries the same growing factor $(r/a)^{2l}$. For $l=8$, $r=4\,a_0$ and $\mathrm{Im}\,z=0.5$ Ry,

$$\frac{\mathrm{Im}\,ZJ}{\pi}\simeq\frac1\pi\cdot\frac{19}{81}\left(\frac43\right)^{16}\left(\frac{16}{19}-\frac{9}{21}\right)0.5\simeq1.54 .$$

The computed value is $1.61\ \mathrm{Ry}^{-1}a_0^{-3}$, so the estimate is about 5% below it. This closeness is partly accidental, since two larger neglected corrections act in opposite directions. Carried one order further in $z$, the bracket of (9) reads $1-0.4135\,z+0.0722\,z^2$ for these values. Since $\mathrm{Im}\,z^2=2\,\mathrm{Re}\,z\,\mathrm{Im}\,z$, the imaginary part is multiplied by $1-2(0.0722/0.4135)\,\mathrm{Re}\,z\approx1.17$. The second order in $V$, obtained with the free Green function $-r_<^l/[(2l+1)r_>^{l+1}]$, enlarges $|t_l|$ by the fraction $2V_0a^2/[(2l+1)(2l+5)]\approx0.15$ and so lowers $j_l^2/t_l$. The ratio $|\mathrm{Im}\,ZJ/\mathrm{Im}\,G|$ at this point is $7.3\times10^3$.

The exponential growth through $(r/a)^{2l}$ needs a region where the potential has already faded. At $r=a$ itself the ratio still rises with $l$, but slowly: $1.3$ at $l=4$ and $7.7$ at $l=8$. Inside the well $\tau_l\simeq t_l$, and $Z_l\tau_lZ_l\simeq R_l^2/t_l$ carries the same factor $(r/a)^{2l}$, which now shrinks because $r<a$. The prefactor of (9) is only rough there. The same free Green function gives $R_l\simeq j_l\{1+V_0[a^2/(2(2l+1))-r^2/(2(2l+3))]\}$, a correction of $0.62$ for $l=8$ at $r=1.5\,a_0$ that enters squared, and (9) is too small by about a factor of three at that point. The Green function keeps its local part, close to $-1/[(2l+1)r]$. This part must then come from $-Z_lJ_l$, through the irregular piece of $J_l$.

At $r=1.5\,a_0$ the ratio $|\mathrm{Im}\,Z\tau Z/\mathrm{Im}\,G|$ falls from $0.30$ at $l=4$ to $0.0045$ at $l=8$, while $-ZJ$ supplies 99.5% of the density at $l=8$. Large terms no longer cancel there, yet omitting $ZJ$ loses almost the whole channel. The low channels follow no such order: $|\mathrm{Im}\,ZJ/\mathrm{Im}\,G|$ is $1.73$, $0.99$ and $0.11$ for $l=0,1,2$.

## What this means for a finite contour mesh

Even when point 3 makes the exact integral of $ZJ$ harmless, a quadrature with few points need not reproduce the zero. Quadrature is linear, so the error without $ZJ$ is the error of the full integral plus that of the large omitted term. For $l=8$ the window contains no level and the charge should vanish. Four Gauss points on the semicircle give an error of $6.8\times10^{-5}$ electrons with $ZJ$ and $-0.15$ electrons without it.

The derivation of (4) also offers a different split,

$$G_l=-i\kappa R_l(r_<)H_l(r_>)+R_l\,\alpha\,R_l .$$

Here nothing is divided by $t_l$. A zero of $t_l$ produces no pole, and the large term $j_l^2/t_l$ never appears. This split has cancelling poles of its own. At a bound level of the isolated well $t_l$, and with it $R_l$, has a pole while $\alpha\to-1/t_l$. Both terms then diverge although $G_l$ does not, unless that energy is also a level of the whole system. For $l=0$ this happens at $-0.230035$ Ry: at $r=4\,a_0$ and $z$ displaced from the level by $10^{-5}i$ Ry the two terms are close to $-870i$ and $+870i$, and their sum is $-0.38\ \mathrm{Ry}^{-1}a_0^{-3}$, almost real. Both terms must be kept here too. If the $Z$ and $J$ form is used at complex energy, both terms are needed for the density at each energy; $ZJ$ is guaranteed to drop out of a contour integral when that integral is converged and meets the condition of point 3, and otherwise it contributes the residues found in the proof of that point.

## Calculated quantities

```
well depth 3.0 Ry, well radius 3.0 a0, cell 4.0 a0, wall 6.0 a0
real energy: largest |Im ZJ|/|ZJ| = 3.9e-16
isolated well, l=0, E=0.15 Ry, r=1.5 a0, in 1/(Ry a0^3):
  from wave 0.010220, from Z t Z 0.010220
z = -0.5 + 0.5i Ry; -Im/pi in 1/(Ry a0^3) at r=4.0 a0
last three columns: |ImZJ/ImG| at edge; |ImZJ/ImG|, |ImZtauZ/ImG| at r=1.5 a0
l   Z tau Z      -Z J         sum        ZJ edge    ZJ inside  ZtauZ inside
0    -0.072462     0.077657     0.005195  1.495e+01  1.733e+00  7.326e-01
1    -0.014199     0.016902     0.002703  6.253e+00  9.901e-01  9.950e-03
2    -0.035026     0.038681     0.003655  1.058e+01  1.073e-01  8.927e-01
3    -0.079907     0.081829     0.001922  4.257e+01  3.378e-01  6.622e-01
4    -0.154412     0.155453     0.001042  1.492e+02  6.958e-01  3.042e-01
5    -0.283330     0.283986     0.000656  4.328e+02  8.846e-01  1.154e-01
6    -0.509693     0.510133     0.000439  1.161e+03  9.594e-01  4.064e-02
7    -0.908745     0.909052     0.000306  2.967e+03  9.862e-01  1.377e-02
8    -1.613205     1.613425     0.000221  7.310e+03  9.955e-01  4.540e-03
l=8, cell edge: |ZJ t/j^2 - 1| = 5.67e-04
l=6, cell edge, Im z=0.5000 Ry: Im ZJ=1.602629 1/(Ry a0^3)
l=6, cell edge, Im z=0.0500 Ry: Im ZJ=0.161305 1/(Ry a0^3)
l=6, cell edge, Im z=0.0050 Ry: Im ZJ=0.016132 1/(Ry a0^3)
l=6, cell edge, Im z=0.0005 Ry: Im ZJ=0.001613 1/(Ry a0^3)
zero of t_0: E0 = -1.198237 Ry = -16.3028 eV
N = 259.0179 a0^3, pole charge P = 3.332044 electrons
contour from -2.8 to 0.2 Ry; charge in cell, electrons
l  zeros of t  diagonalization  full contour  without ZJ
0  1        1.92132876       1.92132876      -1.41071574
   l=0 levels in window (Ry): -2.240512, -0.207342
1  0        0.99205541       0.99205541       0.99205541
2  0        0.97354220       0.97354220       0.97354220
3  0        0.00000000       0.00000000      -0.00000000
4  0        0.00000000       0.00000000      -0.00000000
5  0        0.00000000       0.00000000      -0.00000000
6  0        0.00000000       0.00000000      -0.00000000
7  0        0.00000000       0.00000000      -0.00000000
8  0        0.00000000      -0.00000000       0.00000000
4-point contour, l=8, charge error in electrons:
  full 6.765e-05, without ZJ -1.530e-01
```
